Diffuse-layer potential for a ferroelectric surface in salt water

**Problem**

A flat ferroelectric film has a polarization P = 0.10 C/m² pointing out of the film into an aqueous solution of a monovalent salt. The salt concentration is 0.10 mol/L and the temperature is 298 K. The bound charge of the surface is to be compensated completely by mobile ions in the liquid, so that no field remains inside the film.

(a) Find the potential at the start of the diffuse ionic layer, relative to the bulk solution, in Gouy-Chapman theory.

(b) Compare it with the linearized theory, and find how far from the surface one half of the ionic charge lies.

(c) Decide which neglected effects change the answer, and by how much.

Conventions: x is the distance into the liquid, with x = 0 where the diffuse layer begins. The potential ψ(x) is zero in the bulk solution, e is the positive elementary charge, and T is the temperature. The permittivity of the liquid is ε = ε_r ε₀, with the rough value ε_r = 78.4 for water. The number density of each ion species in the bulk is n₀. SI units are used in the formulas, and mV and nm for the results.

**Hints**

1. With no field in the film, the displacement normal to the surface is P on the film side. What must it be on the liquid side?

2. Put Boltzmann densities for both ions into Poisson's equation. Use the reduced potential u = eψ/kT.

3. The equation does not contain x explicitly. Multiply it by du/dx and integrate from the bulk.

4. For the half-charge distance, express the charge beyond x through the slope of the potential at x.

5. For part (c), compare the ion concentration at the wall with that of tightly packed hydrated ions, and ask what potential drop arises between the film and x = 0.

**Solution of part (a)**

*The boundary condition.* The displacement in the film is P plus a term proportional to the film's field. That field is zero here, so the displacement is P. Assume that no charge is adsorbed on the surface. The normal displacement is then continuous, and in the liquid at x = 0

−ε ψ′(0) = P.

The field points into the liquid, as it should next to a positive bound charge. The total ionic charge per area follows from Poisson's equation, εψ″ = −ρ, where ρ is the ionic charge density. Since ψ′ vanishes in the bulk,

∫₀^∞ ρ dx = −ε[ψ′(∞) − ψ′(0)] = ε ψ′(0) = −P.

The ions therefore carry the charge that cancels the bound charge.

*The differential equation.* Gouy-Chapman theory treats the ions as point charges that respond to the mean potential alone. The densities of cations and anions are

n₊ = n₀ exp(−u),  n₋ = n₀ exp(u).

The charge density is ρ = e(n₊ − n₋) = −2en₀ sinh u. Poisson's equation becomes εψ″ = 2en₀ sinh u. Multiplying by e/(εkT) gives

u″ = κ² sinh u,  κ² = 2e²n₀/(εkT).

The length λ = 1/κ is the Debye length.

*The first integral.* Multiply by u′. The left side is the derivative of u′²/2 and the right side is the derivative of κ² cosh u. In the bulk both u and u′ vanish, which fixes the constant:

u′²/2 = κ²(cosh u − 1) = 2κ² sinh²(u/2).

The last step uses cosh u − 1 = 2 sinh²(u/2). Taking the root leaves a sign to choose. A positive potential must fall toward the bulk and a negative one must rise, so

u′ = −2κ sinh(u/2).

*The charge-potential relation.* At the wall ψ′ = (kT/e)u′, and the boundary condition gives

P = 2εκ(kT/e) sinh(u₀/2),

where u₀ = u(0). The square of the prefactor is

4ε²(kT/e)² · 2e²n₀/(εkT) = 8εn₀kT.

Hence

P = √(8εn₀kT) sinh(u₀/2).

The hyperbolic sine is monotonic, so there is one solution for each P:

ψ_d = (2kT/e) asinh[P/√(8εn₀kT)].

Reversing P reverses the sign of ψ_d and leaves its magnitude unchanged, because the two ion species are treated alike apart from the sign of their charge.

*The numbers.* A concentration of 0.10 mol/L is 100 mol/m³, so n₀ = 6.022×10²⁵ m⁻³. The thermal voltage is kT/e = 25.68 mV, and the charge scale √(8εn₀kT) is 0.03709 C/m². Then

P/√(8εn₀kT) = 0.10/0.03709 = 2.696,

asinh(2.696) = 1.718,

ψ_d = 2 × 25.68 mV × 1.718 = 88.2 mV.

The required diffuse-layer potential is about +88 mV, or 0.0032 Hartree atomic units. With the polarization pointing away from the liquid it would be −88 mV.

As a test, the second-order equation for u was also solved numerically without its first integral, with the slope prescribed at the wall and u = 0 at x = 15 nm. This gave 88.215 mV, the same as the formula to the digits printed. The agreement confirms the mathematics; it does not test whether the model describes a real interface.

*Two limits.* For P much smaller than the charge scale, asinh s ≈ s, and the potential is proportional to P. For P much larger, asinh s ≈ ln(2s), and

ψ_d ≈ (kT/e) ln[P²/(2εn₀kT)].

The example is already close to this second limit: ln(2 × 2.696) = 1.685, about 2% below the full value 1.718. In the logarithmic regime, diluting the salt tenfold at fixed P raises ψ_d by (kT/e) ln 10, about 59 mV. The ions must still supply the same charge, but they are drawn from a more dilute reservoir.

**Solution of part (b)**

*Linear theory.* If u is small everywhere, sinh u may be replaced by u. The solution that decays is u = u₀ exp(−κx), and the boundary condition gives P = εκψ(0), or

ψ_lin = Pλ/ε.

With λ = 0.961 nm this is 138.5 mV, which is 57% above the nonlinear result. The direction of the error follows from the charge relation: for positive u₀, sinh(u₀/2) is larger than u₀/2, so the nonlinear layer stores a given charge at a lower potential. Here u₀ = 3.435, and the condition for linearization is not met.

*The profile.* Separate the variables in the first integral:

du/sinh(u/2) = −2κ dx.

The derivative of 2 ln tanh(u/4) is

(1/2)/[sinh(u/4) cosh(u/4)] = 1/sinh(u/2),

so integration from the wall to x gives

tanh(u/4) = tanh(u₀/4) exp(−κx).

*Where the charge lies.* The ionic charge beyond x is found as in part (a), with x in place of zero as the lower limit. It equals εψ′(x). Its ratio to the total charge is

ψ′(x)/ψ′(0) = sinh(u/2)/sinh(u₀/2).

Let u_h be the reduced potential at which this ratio is one half. Then

sinh(u_h/2) = 2.696/2 = 1.348,  u_h = 2 × 1.107 = 2.215.

The profile now gives the distance:

x_h = λ ln[tanh(u₀/4)/tanh(u_h/4)] = 0.31 nm.

Half of the compensating charge thus lies within about one third of a Debye length. The Debye length describes the weak outer tail of the layer, where u is small; the strongly charged inner part is thinner.

**Solution of part (c)**

*Crowding.* The surface is positive, so anions collect there. Their concentration at the wall is

c₋(0) = (0.10 mol/L) exp(3.435) = 3.1 mol/L.

Take 0.70 nm as a rough diameter a of a hydrated ion. One ion per volume a³ corresponds to 4.8 mol/L. This full cubic lattice is called close-packed here; spheres in their densest arrangement would reach √2 times as much, 6.8 mol/L. The calculated concentration is below both values but not far below the first, and x_h is smaller than one ion diameter. The point-ion assumption is therefore strained. Variation 1 finds a rise of about 8 mV in a lattice model of finite ion size, and about 12 mV for hard spheres of the same diameter.

The reserve is soon used up if P grows. From the first integral at the wall,

P²/(2ε) = 2n₀kT(cosh u₀ − 1),

so in the strongly charged regime the wall concentration grows nearly as P². Doubling P at the same salt concentration would bring it to about 12 mol/L, beyond both packing values. The point-ion formula would still return a potential, but from an impossible ion density.

*Dielectric saturation.* The field in the water at the wall is P/ε = 1.44 MV/cm. Such a field partly aligns the water dipoles and lowers their further response. Describe this with a Langevin-type law of the Booth kind,

D(E) = ε₀{ε_∞E + [3(ε_r − ε_∞)/b] L(bE)},  L(z) = coth z − 1/z,

with ε_∞ = 1.769 and the rough coefficient b = 1.41×10⁻⁸ m/V. For small z, L(z) ≈ z/3, and D returns to ε_r ε₀E.

Gauss's law is now dD/dx = ρ, while the ion densities keep their form. Multiply by E = −ψ′:

E dD/dx = 2en₀ sinh u · ψ′ = 2n₀kT sinh u · u′ = d(2n₀kT cosh u)/dx.

Integration from the bulk, where D = 0 and u = 0, to the wall, where D = P, gives

∫₀ᴾ E dD = 2n₀kT(cosh u₀ − 1).

Saturation requires a larger E for each D, so the left side grows and u₀ rises. Evaluating the integral gives 92.4 mV, a shift of +4.2 mV from the original result. The wall field becomes 2.1 MV/cm, and the ratio D/(ε₀E) there falls to about 53. These numbers depend strongly on b. The value used limits the orientational polarization to 3(ε_r − ε_∞)ε₀/b = 0.144 C/m², not far above P, and probably overstates saturation. Another common form of the Booth coefficient, √73 μ(ε_∞ + 2)/(6kT) with the dipole moment μ = 1.85 D, gives b = 0.8×10⁻⁸ m/V; the shift is then only +1.1 mV, the wall field 1.6 MV/cm and the ratio about 71.

Dissolved ions also lower the permittivity, and this law does not include that. As a sensitivity case, halving ε everywhere at fixed P and n₀ gives 105 mV, a shift of +17 mV. This is neither a bound nor a prediction, and it should not be added to the saturation shift.

*Correlations.* Mean-field theory ignores the fact that each ion repels its neighbours individually. A measure of this is the ratio of the Bjerrum length, e²/(4πεkT) = 0.72 nm, to the Gouy-Chapman length, 2εkT/(eP) = 0.36 nm. The first is the distance at which two elementary charges in the liquid interact with energy kT. The second is the thickness scale of the strongly charged layer. Mean-field theory needs a small ratio, and here it is 2.0. The resulting change of ψ_d has not been calculated. Finite ion size alone shifts the mean-field result by about 8 to 12 mV in the models of Variation 1, so 88 mV should not be read as a physical prediction accurate to a few millivolts.

*Image forces.* A film of relative permittivity near 10 repels ions of either sign through their image charges. The unscreened energy is about 0.4 kT at 0.35 nm from the film. A crude estimate that multiplies this energy by an exponential screening factor raises ψ_d by 0.2 to 2.4 mV, depending on the screening length assumed, and by 3 to 9 mV if the low-permittivity region reaches to 0.1 nm from the ion centres.

*The compact layer.* Hydrated ions cannot bring their centres up to the film. Between the film and x = 0 there is a layer without ionic charge, in which the displacement is still P. Let its thickness be d and its relative permittivity ε_S. Its field is P/(ε₀ε_S), and the potential drop across it is

V_c = Pd/(ε₀ε_S).

With the rough values d = 0.35 nm and ε_S = 10, this is 395 mV. It does not alter ψ_d, because the displacement entering the diffuse layer is unchanged. It does alter the potential of the film surface, which becomes

88 mV + 395 mV ≈ 484 mV,

where the sum was formed before rounding. For these parameters, most of the voltage between film and solution lies outside the diffuse layer. This depends on ε_S: the two drops would be equal at ε_S ≈ 45, and the saturation law used above would give a compact-layer drop of only 74 mV (56 mV with the smaller b). The value 10 assumes that water next to the film responds much more weakly than the field alone would explain. The value 88 mV must not be read as the whole interfacial voltage.

*What complete compensation requires.* Zero field in the film means that its back electrode has the same potential as its wet surface. Apart from contact-potential offsets, the electrode must therefore be held at about +484 mV relative to the bulk solution. Variation 2 treats a cell without this bias.

*The real case.* The parameters resemble a thin ferroelectric film of a vinylidene fluoride copolymer in dilute salt water. A polarization near 0.1 C/m², or 10 µC/cm², is a rough typical size for such films, and a relative permittivity near 10 is a rough value for their dielectric response. One assumption open to doubt is that all the compensating charge is diffuse. Real surfaces can adsorb ions, carry ionized groups or trap charge. Suppose that such fixed charge cancels half of P. The diffuse layer then compensates 0.05 C/m², and its potential is

2 × 25.68 mV × asinh(1.348) = 57 mV.

If the fixed charge cancelled all of P, ψ_d would be zero; if it overcompensated P, ψ_d would change sign. The 88 mV is thus the answer for a stated division of charge and not a prediction for every film with this polarization.

**Variation 1: ions of finite size**

*Repeat part (a) when each volume a³ can hold at most one ion, with a = 0.70 nm.*

Divide the liquid into cells of volume a³. In the bulk, a cell holds a cation with probability ν/2, an anion with probability ν/2, and no ion with probability 1 − ν, where ν = 2a³n₀. A potential multiplies the first two weights by exp(−u) and exp(u). The sum of the three weights is

1 − ν + ν cosh u = 1 + 2ν sinh²(u/2).

Dividing by this sum normalizes the probabilities, and the charge density becomes

ρ = −2en₀ sinh u/[1 + 2ν sinh²(u/2)].

This is the Bikerman model. Poisson's equation is again multiplied by u′ and integrated. The derivative of the denominator with respect to u is ν sinh u, which is ν times the numerator sinh u, so

u′²/2 = (κ²/ν) ln[1 + 2ν sinh²(u/2)].

With P = ε(kT/e)|u′(0)| this gives

P² = (4εn₀kT/ν) ln[1 + 2ν sinh²(u₀/2)].

Write S = P/√(8εn₀kT) = 2.696 and s = sinh(u₀/2). Since P² = 8εn₀kT S²,

ln(1 + 2νs²) = 2νS²,  s² = [exp(2νS²) − 1]/(2ν).

For ν → 0 this returns s = S, the point-ion result. For finite ν, exp(y) − 1 exceeds y, so s is larger than S and the potential is higher: crowded ions must spread outward.

Here ν = 0.0413, so 2νS² = 0.600 and s² = 9.96. Then s = 3.16, asinh s = 1.867, and

ψ_d = 2 × 25.68 mV × 1.867 = 95.9 mV.

The shift is +7.7 mV, or 9% of the point-ion value. A numerical solution of the modified Poisson equation agrees with this formula to within one part in 10⁵. The shift also depends on how crowding is described. The lattice model underestimates the volume that one sphere denies to the centres of others. For hard spheres of the same diameter, the Carnahan-Starling equation of state, applied at the local density, gives 113.6 mV, a shift of +25 mV. That estimate is too high, because the density changes within less than one ion diameter. Rosenfeld's fundamental-measure theory averages the density over the size of a sphere. With the charges still treated in mean field, it gives 99.8 mV, a shift of +12 mV. The diameter itself is uncertain: values from 0.5 to 0.8 nm give shifts from about +5 to +16 mV in this theory.

**Variation 2: a shorted cell**

*The film is 100 nm thick with relative permittivity ε_f = 10. Its back electrode is held at the potential of the bulk solution. How much ionic charge is missing, and what field acts in the film?*

Keep P fixed, neglect contact-potential offsets, and include the compact layer. Let σ be the magnitude of the ionic charge per area. The potential of the wet film surface is

V(σ) = ψ_d(σ) + σd/(ε₀ε_S),

where ψ_d(σ) is the Gouy-Chapman formula with σ in place of P. The back electrode is at zero potential, so the field in the film, counted positive toward the liquid, is

E_f = −V/t,

with t the film thickness. It opposes P and is therefore a depolarizing field. Continuity of the displacement gives σ = P + ε₀ε_f E_f, or

P − σ = ε₀ε_f V(σ)/t.

The missing charge is small, so first replace V(σ) by V(P) = 0.4835 V:

P − σ ≈ (8.854×10⁻¹² × 10 × 0.4835)/(10⁻⁷) C/m² = 4.28×10⁻⁴ C/m².

Solving the equation for σ itself gives 4.26×10⁻⁴ C/m², or 0.43% of P. The estimate is slightly high because V increases with σ, and σ is smaller than P.

The depolarizing field is 0.048 MV/cm. Nearly complete charge compensation thus does not mean a negligible field: a small fraction of a large bound charge is left over. For comparison, the coercive field of these copolymer films is very roughly 0.5 MV/cm, about ten times larger. At a fixed interfacial drop the field varies as 1/t, so a film 10 nm thick would have a depolarizing field of about that size, if P stayed fixed. The drop in this estimate comes mainly from the compact layer, and the result inherits the uncertainty of d and ε_S. With ε_S = 30 in place of 10, the field falls from 0.048 to 0.022 MV/cm in the 100 nm film and from 0.47 to 0.22 MV/cm in the 10 nm film.

The numerical output below lists the inputs and the main results at higher resolution. It does not include the hard-sphere values of Variation 1.

Values computed for the example and the checks

```
Polarization P: 0.1 C/m^2
Temperature: 298 K
Salt concentration: 0.1 mol/L
Relative permittivity of water (rough): 78.4
Ion number density n0: 6.022e+25 1/m^3
Thermal voltage kT/e: 25.68 mV
Charge scale sqrt(8 eps n0 kT): 0.03709 C/m^2
P divided by charge scale: 2.696
asinh of that ratio: 1.718
Reduced wall potential u0: 3.435
Diffuse potential, formula: 88.215 mV
Diffuse potential, numerical: 88.215 mV
Diffuse potential, reversed P: -88.215 mV
Diffuse potential, atomic units: 0.003242 Eh/e
Integrated ionic charge: -0.1 C/m^2
Debye length: 0.9611 nm
Linear-theory potential: 138.5 mV
Distance holding half the charge: 0.3111 nm
Field in water at wall: 1.441 MV/cm
Counterion concentration at wall: 3.104 mol/L
Hydrated ion diameter (rough): 0.7 nm
Crowding parameter nu: 0.04131
Close-packed concentration: 4.841 mol/L
Potential with finite ions: 95.87 mV
Shift from finite ions: 7.66 mV
Saturation coefficient (rough): 1.41e-08 m/V
Optical relative permittivity: 1.769
Saturated wall field: 2.115 MV/cm
Saturated wall permittivity D/(eps0 E): 53.4
Potential with saturation: 92.44 mV
Shift from saturation: 4.23 mV
Potential with halved permittivity: 105.2 mV
Shift from halved permittivity: 17 mV
Compact-layer thickness (rough): 0.35 nm
Compact-layer permittivity (rough): 10
Compact-layer drop: 395.3 mV
Total drop, compact plus diffuse: 483.5 mV
Bjerrum length: 0.7152 nm
Gouy-Chapman length: 0.3565 nm
Correlation ratio of these lengths: 2.006
Film thickness: 100 nm
Film relative permittivity (rough): 10
Shorted-cell missing charge, estimate: 0.0004281 C/m^2
Shorted-cell missing charge, solved: 0.0004264 C/m^2
Shorted-cell missing fraction: 0.426 %
Shorted-cell depolarizing field: 0.0482 MV/cm
```
